# Ion Energy Splitting in a High-Frequency Collisionless RF Sheath

## Definitions and conventions

A planar sheath occupies $0\le x\le s$, with the plasma edge at $x=0$ and the wall at $x=s$. A singly charged positive ion of mass $M$ crosses it without collisions. Atomic units are used in the algebra, so the ion charge is 1 and a voltage is also an energy. Numerical energies are in eV and lengths in angstrom.

The field, counted positive towards the wall, is

$$E(x,t)=E_0(x)+E_1(x)\cos\omega t,\qquad \int_0^sE_0\,dx=V_0,\quad \int_0^sE_1\,dx=V_1 .$$

Thus $V_0$ is the mean sheath voltage and $V_1$ the rf amplitude, half the peak-to-peak value. Let $r=V_1/V_0<1$. The phase $\omega t$ is $\theta_0$ at entry and $\theta$ at impact. The transit time $\tau$ is that of the dc field alone, and $v_s$ is the dc impact speed. The splitting $\Delta E$ is the distance between the lowest and highest impact energies.

The sheath width is fixed, the rf voltage has one harmonic, and the entering flux is steady. Until the section on unequal profiles, ions start at rest and both fields have the same shape:

$$E_j(x)=(1+p)\frac{V_j}{s}\left(\frac{x}{s}\right)^p,\qquad j=0,1,\quad 0\le p<1 .$$

A uniform field has $p=0$; the Child-law field has $p=1/3$. Since $r<1$, the force never reverses. For $p>0$ the force vanishes at the edge, and "starting at rest" means the orbit that leaves the edge, the limit of vanishing entry speed.

## Energy gained from the rf field

Multiplying Newton's law, $M\dot v=E_0+E_1\cos\omega t$, by $v=\dot x$ and integrating along the true orbit gives the impact energy

$$W=V_0+\int E_1(x)\,v\cos\omega t\,dt .$$

The dc part is $V_0$ because $\int E_0v\,dt=\int E_0\,dx$. The rf part depends on the phase history. Integrating it by parts,

$$\int E_1v\cos\omega t\,dt=\left[\frac{E_1v\sin\omega t}{\omega}\right]-\frac1\omega\int\sin\omega t\,\frac{d(E_1v)}{dt}\,dt ,$$

where, by Newton's law,

$$\frac{d(E_1v)}{dt}=E_1'v^2+\frac{E_0E_1}{M}+\frac{E_1^2}{M}\cos\omega t .$$

The first two terms vary slowly and are multiplied by $\sin\omega t$. The third gives $\sin\omega t\cos\omega t=\tfrac12\sin2\omega t$, which also averages to zero. A further integration by parts therefore gains another factor $1/\omega$, and the remaining integral contributes at order $1/\omega^2$. The bracket vanishes at entry because $v=0$ there. To leading order,

$$W=V_0+\frac{E_1(s)v_s}{\omega}\sin\theta,\qquad v_s=\sqrt{2V_0/M}.$$

The work done in successive rf half-periods largely cancels. What survives is set by the field and speed at the wall, where the last oscillation is cut off.

The arrival phase depends continuously on $\theta_0$ and advances by $2\pi$ when $\theta_0$ does. Every arrival phase therefore occurs, $\sin\theta$ reaches both $1$ and $-1$, and

$$\Delta E=\frac{2E_1(s)v_s}{\omega}.$$

## The coefficient

Write $E_1(s)=aV_1/s$ and $v_s=bs/\tau$. Then

$$\Delta E=\frac{2}{\omega}\,\frac{aV_1}{s}\,\frac{bs}{\tau}=2ab\,\frac{V_1}{\omega\tau}.$$

The field profile gives $a=1+p$. For $b$, try the dc orbit $x=kt^n$, with $t$ measured from entry. The acceleration varies as $t^{n-2}$ and the force as $x^p\propto t^{np}$, so $n-2=np$ and $n=2/(1-p)$. Since $v_s=nk\tau^{n-1}=ns/\tau$, we have $b=n$. Therefore

$$\boxed{\Delta E=C\,\frac{V_1}{\omega\tau},\qquad C=\frac{4(1+p)}{1-p}},\qquad \omega\tau\gg1 .$$

The uniform field gives $C=4$ and the Child profile $C=8$. The scaling is common to the family, but the coefficient depends on the profile. At $\omega\tau=80$ and $r=0.5$, numerical orbits give $C=4.05$, $6.00$ and $8.00$ for $p=0$, $0.2$ and $1/3$, against the predicted 4, 6 and 8.

Substituting $\tau=ns/v_s$ gives the equivalent form

$$\Delta E=\frac{2(1+p)V_1}{\omega s}\sqrt{\frac{2V_0}{M}} .$$

At fixed voltages, width and frequency, the splitting falls as $M^{-1/2}$: a heavier ion averages over more rf periods.

## Second-order terms for the Child profile

Let $G=E_1'v^2+E_0E_1/M$. The second integration by parts gives the wall terms

$$\frac{G\cos\theta}{\omega^2}+\frac{E_1^2\cos2\theta}{4M\omega^2}$$

and leaves the integral $-\omega^{-2}\int\dot G\cos\omega t\,dt$. One part of it does not average out. The derivative of $E_1'v^2$ contains $2E_1'v\,E_1\cos\omega t/M$; with $\cos^2\omega t$ replaced by its mean, $1/2$, this part gives

$$-\frac{1}{M\omega^2}\int E_1E_1'v\,dt=-\frac{E_1(s)^2}{2M\omega^2}.$$

The speed in the first-order term must also include the rf oscillation at the wall, $v=v_s+E_1\sin\theta/(M\omega)$, which adds $E_1^2\sin^2\theta/(M\omega^2)$. The three terms in $E_1^2$ combine through

$$\sin^2\theta+\tfrac14\cos2\theta-\tfrac12=-\tfrac14\cos2\theta .$$

Entry terms are negligible at this order. The Child orbit has $E_1\propto t$ and $v\propto t^2$, so the rf power grows as $t^3$, and the energy gained in the first rf period is of order $V_1(\omega\tau)^{-4}$. Hence, with $A=E_1(s)v_s/\omega=\Delta E/2$,

$$W=V_0+A\left[\sin\theta+\frac{3}{\omega\tau}\cos\theta-\frac{r}{2\omega\tau}\cos2\theta\right].$$

The coefficients follow from $v_s=3s/\tau$. First, $E_1'v_s/E_1=v_s/(3s)=1/\tau$. Second, since $\dot v/v=2/t$ on the dc orbit, $E_0/(Mv_s)=2/\tau$. Their sum gives the 3, and $E_1/(4M\omega v_s)=r/(2\omega\tau)$ gives the last term.

At $\sin\theta=\pm1$ the correction has the same value at both ends, so it moves both edges up equally without changing their separation. The cosine term moves the extrema slightly and raises the splitting by the relative amount $\tfrac92(\omega\tau)^{-2}$. The omitted third-order terms enter at the same relative order with the opposite sign and are larger. The relative error of the leading Child formula is therefore of order $(\omega\tau)^{-2}$, and at $r=0.5$ the orbits lie below the formula by about $1.5$ to $1.8\,(\omega\tau)^{-2}$.

## Closed solution for a uniform field

For $p=0$, let $g=V_0/(Ms)$, so that $s=g\tau^2/2$. If the actual flight time is $T$, integrating the acceleration $g(1+r\cos\omega t)$ gives

$$v=g\left[T+\frac r\omega(\sin\theta-\sin\theta_0)\right].$$

A second integration, with $x=s$ at impact, gives

$$\frac{\tau^2}{2}=\frac{T^2}{2}-\frac r\omega T\sin\theta_0-\frac r{\omega^2}(\cos\theta-\cos\theta_0).$$

For large $\omega\tau$ this quadratic in $T$ has one positive root,

$$T=\frac r\omega\sin\theta_0+R,\qquad R^2=\tau^2+\frac{r^2\sin^2\theta_0}{\omega^2}+\frac{2r(\cos\theta-\cos\theta_0)}{\omega^2}.$$

Inserting it into the speed cancels the terms in $\sin\theta_0$:

$$v=g\left[\frac r\omega\sin\theta+R\right].$$

Squaring, and using $Mg^2\tau^2/2=V_0$, gives to second order

$$\frac W{V_0}=1+\frac{2r\sin\theta}{\omega\tau}+\frac{r^2(\sin^2\theta+\sin^2\theta_0)+2r(\cos\theta-\cos\theta_0)}{(\omega\tau)^2}.$$

The first-order splitting is $4V_1/(\omega\tau)$, as before. Here the entry phase survives at second order, because the rf force acts at full strength on the ion at the edge. At $\sin\theta=\pm1$ the part that can differ between the ends is $r^2\sin^2\theta_0-2r\cos\theta_0$. For $r<1$ it decreases steadily with $\cos\theta_0$ and lies between $-2r$ and $2r$. To second order, the two ends can thus differ by at most $4rV_0/(\omega\tau)^2$, a fraction $1/(\omega\tau)$ of the splitting; higher orders can exceed this bound slightly.

The value $C=4.05$ at $\omega\tau=80$ exceeds 4 by 1.25%, which is $1/80$. This phase is close to $3\pi/2$ modulo $2\pi$, so the ions at the upper edge entered near $\cos\theta_0=-1$ and those at the lower edge near $\cos\theta_0=1$. The two corrections then have nearly their largest possible difference.

## Arrival phases and peak heights

The flight time $T$ above shows that $\theta$ is not simply $\theta_0+\omega\tau$. The delay $r\sin\theta_0/\omega$ is short, but multiplied by $\omega$ it is a phase that does not vanish at high frequency.

For general $p$, take $r$ small and write $x=kt^n+\delta$. Linearizing Newton's law, with $pn=n-2$, gives

$$\ddot\delta=\frac{(n-1)(n-2)}{t^2}\delta+rn(n-1)kt^{n-2}\cos(\omega t+\theta_0).$$

Set $\delta=t^{n-1}h$. The terms in $h$ itself cancel, and multiplication by $t^{n-1}$ leaves

$$\frac{d}{dt}\left(t^{2n-2}\dot h\right)=rn(n-1)kt^{2n-3}\cos(\omega t+\theta_0).$$

Integrating twice from $h(0)=0$ and exchanging the order of integration,

$$h(\tau)=\frac{rn(n-1)k}{2n-3}\int_0^\tau\left[1-\left(\frac t\tau\right)^{2n-3}\right]\cos(\omega t+\theta_0)\,dt .$$

The square bracket is 1 at entry and 0 at the wall, so to leading order the integral is $-\sin\theta_0/\omega$. Dividing the displacement $\tau^{n-1}h$ by the speed $nk\tau^{n-1}$ and reversing the sign gives the delay. Hence

$$\theta=\theta_0+\omega\tau+\kappa\sin\theta_0,\qquad \kappa=r\frac{n-1}{2n-3}.$$

This gives $\kappa=r$ for the uniform field and $2r/3$ for the Child profile. At $r=0.05$ the predictions are 0.0500 and 0.0333 rad; numerical orbits at $\omega\tau=300$ give 0.0502 and 0.0337 rad. For $p>0$ the frequency-independent $\kappa$ belongs to the rest start. If the ion enters at finite speed and the rf field vanishes at the edge as $x^{1/3}$, the phase lag decays slowly, roughly as $\omega^{-1/3}$. For $r=0.5$, $V_0=200$ eV and an entry energy of 2.5 eV, its amplitude is 0.165, 0.110 and 0.071 rad at $\omega\tau=72.8$, 300 and 1200, with $\tau$ the rest-start value.

A steady flux is uniform in $\theta_0$, so its density in $\theta$, relative to a uniform one, is $1/(1+\kappa\cos\theta_0)$. The two edges generally correspond to different values of $\cos\theta_0$, so this bunching usually makes the two peaks unequal, by an amount that depends on $\omega\tau$. It leaves the edge positions unchanged at leading order. Near either edge $dW/d\theta$ vanishes linearly in phase, while the energy distance from the edge is quadratic. The distribution therefore rises there as the inverse square root of that distance.

## Worked example

Take round model parameters: ion mass 40 u, $V_0=200$ eV, $V_1=100$ eV, $s=2\times10^7$ angstrom, frequency 60 MHz and the Child profile. The dc transit time is 0.1932 microseconds, so

$$\omega\tau=2\pi\times60\times0.1932\approx72.8 .$$

The ion spends about 11.6 rf periods in the sheath. The splitting is

$$\Delta E=\frac{8\times100\ \text{eV}}{72.82}=10.99\ \text{eV}=0.4037\ \text{hartree}.$$

Integrated orbits give 10.98 eV, with edges at 194.53 and 205.51 eV. A 200 eV peak-to-peak voltage swing has left an energy spread of about 11 eV.

The edges have their midpoint at 200.02 eV. The second-order formula predicts an upward shift of $Ar/(2\omega\tau)=5.49\times0.5/145.6\approx0.019$ eV, in agreement. It also predicts the largest departure from the pure sine law, at $\cos\theta=-1$: $(3+0.25)/72.82=0.0446$ of the half splitting, as the orbits show.

For uniformly distributed arrival phases, each outer tenth of the energy range would hold $\arccos(0.8)/\pi=0.205$ of the ions. The orbits give 0.163 at the low end and 0.237 at the high end. With the small-$r$ value $\kappa=1/3$, the phase map gives relative densities of about 0.81 and 1.09 at the two edges, hence estimated fractions of 0.17 and 0.22. Bunching thus accounts for the direction and most of the size of the asymmetry. The middle tenth holds 0.064. These fractions hold for the rest start only. Real ions enter with a Bohm energy of order an eV. With an entry energy of 2.5 eV and the same two Child profiles, the splitting hardly changes (11.05 eV), but the fractions become 0.242 at the low end and 0.176 at the high end, and $C$ computed with the shortened transit time falls from 8 to 5.8.

An ion of 10 u in the same sheath has a splitting of 21.94 eV, a ratio of 1.998 to the heavier ion, where the leading formula gives 2.

## Unequal profiles and finite entry speed

Now keep the Child dc field but make the rf field uniform, $E_1=V_1/s$. By Gauss's law, this describes a sheath whose space charge does not oscillate; a Child-shaped rf field requires an oscillating charge. Near the edge the rf field now exceeds the dc field, so ions entering at unfavourable phases are turned back unless their entry speed $u_0$ is large enough. Here it is assumed large enough for all phases. With entry energy $K_0$, the bracket from the integration by parts contributes at both ends:

$$W=V_0+K_0+\frac{E_1}{\omega}(v_s\sin\theta-u_0\sin\theta_0)+O(\omega^{-2}),\qquad v_s=\sqrt{\frac{2(V_0+K_0)}{M}} .$$

Since $|\sin\theta_0|\le1$, the leading-order splitting obeys

$$\frac{2E_1}{\omega}(v_s-u_0)\le\Delta E\le\frac{2E_1}{\omega}(v_s+u_0).$$

For $K_0=2.5$ eV and the other parameters unchanged, the wall term alone gives 8.29 eV and $u_0/v_s=0.111$. The bounds are therefore 7.37 and 9.21 eV. The orbits give 8.82 eV, inside them.

Formally, $u_0\to0$ would give $a=1$, $b=3$ and $C=6$. The orbits give $C=4.62$, because even this small entry energy shortens the transit: $\omega\tau$ falls from 72.8 to 52.3. With $z=(x/s)^{1/3}$, the dc energy is $K_0+V_0z^4$, and

$$\tau=\frac{s}{\sqrt{2V_0/M}}\int_0^1\frac{3z^2\,dz}{\sqrt{K_0/V_0+z^4}} .$$

The entry energy matters for $z\lesssim(K_0/V_0)^{1/4}$, and the relative reduction of $\tau$ is of that order. Here $K_0/V_0=0.0125$, but its fourth root is 0.33. The form $2E_1v_s/\omega$ is safer in this case than a fixed coefficient combined with $\tau$.

## Where the high-frequency result fails

At fixed $p$ the expansion needs $\omega\tau\gg1$. The wall term $G\cos\theta/\omega^2$ has an amplitude $(2n-3)/(\omega\tau)$ times that of the first-order term, with $n=2/(1-p)$. As $p$ approaches 1, the condition therefore becomes the stricter $\omega\tau\gg2n-3$. In the Child model with $r=0.5$, the splitting from the orbits lies below the formula by 0.37% of the formula's value at $\omega\tau=20$ and by 0.03% at 80. (The program prints this difference, orbits minus formula, with a negative sign.) In the opposite limit, $\omega\tau\ll1$, the voltage hardly changes during the flight. Then $W\approx V_0+V_1\cos\theta_0$ and $\Delta E\to2V_1$, whereas the high-frequency formula would diverge. At $\omega\tau=0.05$ the orbits give 199.99 eV, against $2V_1=200$ eV.

A moving sheath edge, rf harmonics and collisions lie outside this model. The first two change the field history seen by the ion; collisions also break the link between impact energy and the full sheath voltage. The numerical output below gives the remaining values.

## Computed values

```
Mean sheath voltage: 200.0 V
Rf voltage amplitude: 100.0 V
Sheath width: 2.000e+07 angstrom
Ion mass: 40.0 u
Frequency: 60.0 MHz
Child dc transit time: 0.19316 microseconds
Child omega*tau: 72.820 (dimensionless)
Splitting, formula: 10.9860 eV
Splitting, formula: 0.403727 hartree
Splitting, integrated orbits: 10.9821 eV
Lower edge, integrated: 194.5278 eV
Upper edge, integrated: 205.5099 eV
Largest sine-law error / half splitting: 0.04462
Ion fraction in lowest tenth of range: 0.163
Ion fraction in middle tenth of range: 0.064
Ion fraction in highest tenth of range: 0.237
Child omega*tau=20: orbits 39.8524 eV, formula 40.0000 eV, error -0.369 %
Child omega*tau=40: orbits 19.9791 eV, formula 20.0000 eV, error -0.104 %
Child omega*tau=80: orbits 9.9971 eV, formula 10.0000 eV, error -0.029 %
Child omega*tau=160: orbits 4.9996 eV, formula 5.0000 eV, error -0.007 %
Profile p=0.000: v_wall*tau/s=2.00000, C orbits=4.0500, C formula=4.0000
Profile p=0.200: v_wall*tau/s=2.50000, C orbits=5.9997, C formula=6.0000
Profile p=0.333: v_wall*tau/s=3.00000, C orbits=7.9977, C formula=8.0000
Splitting for 10 u ion: 21.9405 eV
Splitting ratio, light/heavy: 1.9978
Uniform-field closed speed, largest relative error: 1.7e-10
Bunching test: V1/V0=0.05, omega*tau=300
Bunching, uniform: orbits 0.05017 rad, formula 0.05000 rad
Bunching, Child: orbits 0.03366 rad, formula 0.03333 rad
Mixed profiles, entry energy: 2.50 eV
Mixed profiles, omega*tau: 52.343 (dimensionless)
Mixed profiles, splitting from orbits: 8.8219 eV
Mixed profiles, wall term alone: 8.2908 eV
Mixed profiles, entry/wall speed: 0.1111
Mixed profiles, C from orbits: 4.6176
Low-frequency omega*tau: 0.05 (dimensionless)
Low-frequency splitting from orbits: 199.9900 eV
Twice rf amplitude: 200.0000 eV
```
